# Failure Bounds for a Series Interconnect with Arbitrarily Dependent Elements: a numerical check

```python
"""Failure probability of a series system with arbitrary dependence.

Result under test: max(p_i) <= P(at least one failure) <= min(1, sum(p_i)),
where p_i is the marginal failure probability of element i by a given time.
Both limits are attainable for any given set of marginals.
The example uses lognormal electromigration lifetimes of interconnect segments:
median life scales as exp(Ea/(kB*T))/j, with activation energy Ea, temperature T
and current density j; sigma is the standard deviation of the log lifetime.
Example parameters are round, rough values for copper dual-damascene lines.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import linprog, brentq
from scipy.stats import norm

rng = np.random.default_rng(12345)

# ---------- joint laws of four elements: one weight per failure pattern ----------
patterns = np.array(list(itertools.product([0, 1], repeat=4)))
any_failure = patterns.any(axis=1).astype(float)
number_failed = patterns.sum(axis=1)


def limits(p):
    return max(p), min(1.0, sum(p))


# Random, strongly dependent laws: inequalities and exact slacks by explicit sums.
for _ in range(2000):
    law = rng.dirichlet(np.full(16, 0.15))
    p = law @ patterns
    union = law @ any_failure
    low, high = limits(p)
    assert low - 1e-12 <= union <= high + 1e-12
    weakest = int(np.argmax(p))
    only_others = law[(any_failure == 1) & (patterns[:, weakest] == 0)].sum()
    assert abs(union - low - only_others) < 1e-12
    assert abs(p.sum() - union - law @ np.maximum(number_failed - 1, 0)) < 1e-12


def extreme_unions(p):
    """Smallest and largest union probability over all laws with marginals p."""
    equalities = np.vstack([patterns.T, np.ones(16)])
    values = np.append(p, 1.0)
    found = []
    for sign in (1, -1):
        answer = linprog(sign * any_failure, A_eq=equalities, b_eq=values,
                         bounds=(0, 1), method="highs")
        assert answer.success
        found.append(sign * answer.fun)
    return found


def circle_law(p, starts):
    """Law made by arcs of length p_i on a unit circle, starting at starts_i."""
    p, starts = np.asarray(p), np.asarray(starts)
    cuts = np.unique(np.concatenate([[0, 1], starts % 1, (starts + p) % 1]))
    law = np.zeros(16)
    for left, right in zip(cuts[:-1], cuts[1:]):
        failed = ((0.5 * (left + right) - starts) % 1) < p
        law[int(failed @ np.array([8, 4, 2, 1]))] += right - left
    return law


small_case = np.array([0.05, 0.10, 0.15, 0.20])
large_case = np.array([0.20, 0.30, 0.40, 0.50])
cases = [small_case, large_case] + [rng.random(4) * s for s in (0.1, 0.4, 0.6, 0.9)]
for p in cases:
    low, high = limits(p)
    assert np.allclose(extreme_unions(p), [low, high], atol=1e-7)
    nested = circle_law(p, np.zeros(4))
    spread = circle_law(p, np.concatenate([[0], np.cumsum(p)[:-1]]))
    assert np.allclose(nested @ patterns, p, atol=1e-12)
    assert np.allclose(spread @ patterns, p, atol=1e-12)
    assert abs(nested @ any_failure - low) < 1e-12
    assert abs(spread @ any_failure - high) < 1e-12
    for fraction in (0.25, 0.7):
        target = low + fraction * (high - low)
        mixed = (1 - fraction) * nested + fraction * spread
        assert np.allclose(mixed @ patterns, p, atol=1e-12)
        assert abs(mixed @ any_failure - target) < 1e-12

# Independent elements stay within a fixed factor of the upper limit.
floor_ratio = 1 - np.exp(-1)
for _ in range(2000):
    p = rng.random(4) * rng.random()
    law = np.prod(np.where(patterns == 1, p, 1 - p), axis=1)
    assert law @ any_failure >= floor_ratio * min(1, p.sum()) - 1e-12
many_equal = 1 - (1 - 1 / 1000) ** 1000
assert floor_ratio < many_equal < floor_ratio + 1e-3
nested_equal = circle_law(np.full(4, 0.1), np.zeros(4)) @ any_failure
assert nested_equal / 0.4 < floor_ratio

# ---------- interconnect example ----------
kB = constants.physical_constants["Boltzmann constant in eV/K"][0]
hours_per_year = constants.Julian_year / constants.hour
counts = np.array([900, 100])
width_nm = np.array([60.0, 45.0])
thickness_nm = 100.0
current_uA = 90.0
# 1 uA/nm^2 equals 1e8 A/cm^2, that is 100 MA/cm^2
j_use = 100 * current_uA / (width_nm * thickness_nm)
j_test, T_test, T_use = 2.0, 573.0, 378.0
median_test_h, Ea, sigma = 50.0, 0.90, 0.50
length_um, test_length_um = 50.0, 200.0
years = 10.0


def median_years(T=T_use, energy=Ea, critical_A_cm=0.0):
    """Median life; a critical j*length product reduces the driving current."""
    drive_use = j_use - critical_A_cm / (length_um * 1e-4) * 1e-6
    drive_test = j_test - critical_A_cm / (test_length_um * 1e-4) * 1e-6
    thermal = np.exp(energy / kB * (1 / T - 1 / T_test))
    return median_test_h / hours_per_year * drive_test / drive_use * thermal


def element_p(t, median=None, spread=sigma):
    median = median_years() if median is None else median
    return norm.cdf(np.log(t / median) / spread)


def class_limits(p):
    return p.max(), min(1.0, float(counts @ p))


z = np.linspace(-9, 9, 20001)
z_weight = norm.pdf(z) * (z[1] - z[0])


def common_factor(t, rho):
    """System failure with log lifetimes of equal pair correlation rho."""
    score = np.log(t / median_years()) / sigma
    argument = (score[:, None] - np.sqrt(rho) * z) / np.sqrt(1 - rho)
    return float(z_weight @ -np.expm1(counts @ norm.logsf(argument)))


medians = median_years()
p_use = element_p(years)
low, high = class_limits(p_use)
independent = float(-np.expm1(counts @ np.log1p(-p_use)))
assert low <= independent <= high and independent >= floor_ratio * high
assert abs(common_factor(years, 0.0) / independent - 1) < 1e-6
correlations = [0.0, 0.3, 0.6, 0.9]
correlated = [common_factor(years, r) for r in correlations]
assert all(low <= value <= high for value in correlated)
assert all(a > b for a, b in zip(correlated[:-1], correlated[1:]))

# Direct sampling of the first failure tests the quadrature at a later time.
sample_time, sample_rho, samples = 20.0, 0.6, 4000
shared = rng.standard_normal((samples, 1))
private = rng.standard_normal((samples, counts.sum()))
log_life = np.log(np.repeat(medians, counts)) + sigma * (
    np.sqrt(sample_rho) * shared + np.sqrt(1 - sample_rho) * private)
sampled = np.mean(log_life.min(axis=1) <= np.log(sample_time))
quadrature = common_factor(sample_time, sample_rho)
standard_error = np.sqrt(quadrature * (1 - quadrature) / samples)
assert abs(sampled - quadrature) < 5 * standard_error

# Range of the time at which the system reaches a failure target.
target = 1e-3


def solve_time(function):
    return brentq(lambda t: function(t) - target, 0.5, 60.0)


t_early = solve_time(lambda t: class_limits(element_p(t))[1])
t_late = solve_time(lambda t: class_limits(element_p(t))[0])
t_middle = solve_time(lambda t: common_factor(t, 0.6))
assert t_early < t_middle < t_late

# Shared die temperature: marginals must be averaged over it.
T_spread = 3.0
p_given_T = np.array([element_p(years, median_years(T_use + T_spread * x))
                      for x in z[::20]]).T
weight_T = norm.pdf(z[::20]) * (z[20] - z[0])
p_average = p_given_T @ weight_T
with np.errstate(divide="ignore"):
    system_T = float(-np.expm1(counts @ np.log1p(-p_given_T)) @ weight_T)
low_T, high_T = class_limits(p_average)
assert low_T <= system_T <= high_T
assert system_T > high

# Joule heating: cylinder of equal area above a plane heat sink.
resistivity_uohm_cm, conductivity, height_nm = 5.0, 0.3, 1000.0
area_m2 = width_nm * thickness_nm * 1e-18
radius_nm = np.sqrt(width_nm * thickness_nm / np.pi)
heat_per_m = (current_uA * 1e-6) ** 2 * resistivity_uohm_cm * 1e-8 / area_m2
rise = heat_per_m * np.arccosh(height_nm / radius_nm) / (2 * np.pi * conductivity)
source = np.sqrt(height_nm ** 2 - radius_nm[0] ** 2)
for angle in (0.0, 1.1, 2.5):
    x = radius_nm[0] * np.sin(angle)
    y = height_nm + radius_nm[0] * np.cos(angle)
    image = np.log(np.hypot(x, y + source) / np.hypot(x, y - source))
    assert abs(heat_per_m[0] * image / (2 * np.pi * conductivity) / rise[0] - 1) < 1e-8

critical = 3000.0
early_fraction = 1e-5
effects = {
    "5 K hotter": element_p(years, median_years(T_use + 5)),
    "Ea lower by 0.05 eV": element_p(years, median_years(energy=Ea - 0.05)),
    "sigma 0.60": element_p(years, spread=0.60),
    "back stress": element_p(years, median_years(critical_A_cm=critical)),
    "Joule heating": element_p(years, median_years(T_use + rise)),
    "early fraction 1e-5": early_fraction + (1 - early_fraction) * p_use,
}
changes = {name: np.log(class_limits(p)[1] / high) for name, p in effects.items()}
assert changes["back stress"] < 0
assert all(value > 0 for name, value in changes.items() if name != "back stress")
assert min(changes, key=lambda name: abs(changes[name])) == "Joule heating"

# ---------- printed results ----------
for name, p in (("small", small_case), ("large", large_case)):
    found = extreme_unions(p)
    print(f"{name} case p: {p}, sum {p.sum():.2f}")
    print(f"  linear program min, max: {found[0]:.4f}, {found[1]:.4f}")
print(f"independent/upper floor 1-1/e: {floor_ratio:.4f}; inverse {1/floor_ratio:.4f}")
print(f"1000 independent elements, p=0.001 each: {many_equal:.4f}")
print(f"segments: {counts}; widths: {width_nm} nm; thickness {thickness_nm:.0f} nm")
print(f"segment length {length_um:.0f} um; test line {test_length_um:.0f} um")
print(f"current {current_uA:.0f} uA; use density {j_use} MA/cm2")
print(f"test: {j_test:.1f} MA/cm2, {T_test:.0f} K, median {median_test_h:.0f} h")
print(f"use {T_use:.0f} K; Ea {Ea:.2f} eV; sigma {sigma:.2f}; time {years:.0f} years")
print(f"thermal acceleration: {np.exp(Ea/kB*(1/T_use-1/T_test)):.0f}")
print(f"median lives: {medians[0]:.1f}, {medians[1]:.1f} years")
scores = np.log(years / medians) / sigma
print(f"normal scores at use time: {scores[0]:.3f}, {scores[1]:.3f}")
print(f"element probabilities: {p_use[0]:.3e}, {p_use[1]:.3e}")
print(f"class sums: {counts[0]*p_use[0]:.3e}, {counts[1]*p_use[1]:.3e}")
print(f"system limits: {low:.3e} to {high:.3e}; ratio {high/low:.1f}")
print(f"independent system: {independent:.3e}; over upper {independent/high:.4f}")
for r, value in zip(correlations, correlated):
    print(f"  correlation {r:.1f}: system probability {value:.3e}")
print(f"sampling check, {sample_time:.0f} years, correlation {sample_rho:.1f}:")
print(f"  sampled {sampled:.4f}, quadrature {quadrature:.4f}, s.e. {standard_error:.4f}")
print(f"time to failure probability {target:.3f}: {t_early:.2f} to {t_late:.2f} years")
print(f"  with correlation 0.6: {t_middle:.2f} years")
print(f"die temperature standard deviation: {T_spread:.1f} K")
print(f"  averaged element p: {p_average[0]:.3e}, {p_average[1]:.3e}")
print(f"  true limits {low_T:.3e} to {high_T:.3e}; system {system_T:.3e}")
print(f"  system over nominal sum: {system_T/high:.2f}")
print(f"Joule inputs: {resistivity_uohm_cm:.1f} uohm cm, {conductivity:.1f} W/(m K)")
print(f"  height {height_nm:.0f} nm; rises {rise[0]:.3f}, {rise[1]:.3f} K")
products = j_use * 1e6 * length_um * 1e-4
print(f"j*length: {products[0]:.0f}, {products[1]:.0f}; critical {critical:.0f} A/cm")
print("effect: lower limit, upper limit, upper/base")
for name, p in effects.items():
    a, b = class_limits(p)
    print(f"  {name}: {a:.3e}, {b:.3e}, {b/high:.3f}")
print("all tests passed")
```

Running it gives:

```
small case p: [0.05 0.1  0.15 0.2 ], sum 0.50
  linear program min, max: 0.2000, 0.5000
large case p: [0.2 0.3 0.4 0.5], sum 1.40
  linear program min, max: 0.5000, 1.0000
independent/upper floor 1-1/e: 0.6321; inverse 1.5820
1000 independent elements, p=0.001 each: 0.6323
segments: [900 100]; widths: [60. 45.] nm; thickness 100 nm
segment length 50 um; test line 200 um
current 90 uA; use density [1.5 2. ] MA/cm2
test: 2.0 MA/cm2, 573 K, median 50 h
use 378 K; Ea 0.90 eV; sigma 0.50; time 10 years
thermal acceleration: 12122
median lives: 92.2, 69.1 years
normal scores at use time: -4.443, -3.867
element probabilities: 4.444e-06, 5.504e-05
class sums: 4.000e-03, 5.504e-03
system limits: 5.504e-05 to 9.504e-03; ratio 172.7
independent system: 9.459e-03; over upper 0.9953
  correlation 0.0: system probability 9.459e-03
  correlation 0.3: system probability 7.699e-03
  correlation 0.6: system probability 3.645e-03
  correlation 0.9: system probability 6.790e-04
sampling check, 20 years, correlation 0.6:
  sampled 0.1595, quadrature 0.1581, s.e. 0.0058
time to failure probability 0.001: 7.81 to 14.75 years
  with correlation 0.6: 8.44 years
die temperature standard deviation: 3.0 K
  averaged element p: 2.258e-05, 1.923e-04
  true limits 1.923e-04 to 3.955e-02; system 3.440e-02
  system over nominal sum: 3.62
Joule inputs: 5.0 uohm cm, 0.3 W/(m K)
  height 1000 nm; rises 0.137, 0.189 K
j*length: 7500, 10000; critical 3000 A/cm
effect: lower limit, upper limit, upper/base
  5 K hotter: 8.281e-04, 1.720e-01, 18.103
  Ea lower by 0.05 eV: 2.383e-03, 5.439e-01, 57.233
  sigma 0.60: 6.350e-04, 1.597e-01, 16.803
  back stress: 4.830e-06, 5.328e-04, 0.056
  Joule heating: 6.163e-05, 1.055e-02, 1.110
  early fraction 1e-5: 6.504e-05, 1.950e-02, 2.052
all tests passed
```
